# Nephelauxetic reduction of Racah's B from a common metal fraction

Chromium(III) in an octahedron of chloride ions, the setting found in anhydrous chromium(III) chloride, keeps three electrons in orbitals of mainly 3d character. Their mutual repulsion is weaker than in the free ion, which is called the nephelauxetic effect. This problem relates the weakening to the metal content of the orbitals.

**Conventions.** All orbitals are real unless labelled by $m$, and repulsion integrals are

$$(ij|kl)=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{\phi_i(1)\phi_j(1)\,\phi_k(2)\phi_l(2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

The Coulomb and exchange integrals are $J_{ij}=(ii|jj)$ and $K_{ij}=(ij|ij)$. Two electrons of parallel spin in orbitals $i$ and $j$ repel with the energy $V_{ij}=J_{ij}-K_{ij}$.

## (a) What does B measure in a free d³ ion?

Express $V$ for all pairs of d orbitals through the Slater integrals, and find the separation of the terms ⁴F and ⁴P.

**Solution.** With $P(r)=rR(r)$ the normalised radial function, let

$$F^k=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{r_<^k}{r_>^{k+1}}P^2(r_1)P^2(r_2)\,dr_1dr_2 .$$

Expanding $1/r_{12}$ in spherical harmonics gives

$$J_{mm'}=\sum_k c^k_{mm}c^k_{m'm'}F^k,\qquad K_{mm'}=\sum_k (c^k_{mm'})^2F^k,$$

where $c^k_{mm'}=\sqrt{4\pi/(2k+1)}\int Y_{2m}^*Y_{k,m-m'}Y_{2m'}\,d\Omega$. Parity and the triangle rule leave $k=0,2,4$. For $|m|=2,1,0$ the diagonal values are $7c^2_{mm}=-2,1,2$ and $21c^4_{mm}=1,-4,6$. With $F_2=F^2/49$ and $F_4=F^4/441$, the pairs are as follows; reversing both signs of $m$ changes nothing.

| $m,m'$ | $J-F^0$ | $K$ | $V$ |
|---|---|---|---|
| 2, 1 | $-2F_2-4F_4$ | $6F_2+5F_4$ | $A-8B$ |
| 2, 0 | $-4F_2+6F_4$ | $4F_2+15F_4$ | $A-8B$ |
| 2, −1 | $-2F_2-4F_4$ | $35F_4$ | $A-2B$ |
| 2, −2 | $4F_2+F_4$ | $70F_4$ | $A+4B$ |
| 1, 0 | $2F_2-24F_4$ | $F_2+30F_4$ | $A+B$ |
| 1, −1 | $F_2+16F_4$ | $6F_2+40F_4$ | $A-5B$ |

The last column uses Racah's combinations

$$A=F^0-49F_4,\qquad B=F_2-5F_4 .$$

For example, the first row gives $F^0-8F_2-9F_4=(F^0-49F_4)-8(F_2-5F_4)$. A third parameter, $C=35F_4$, enters when spins are not all parallel.

Three parallel spins occupy three different $m$ values. The only choice with $M_L=3$ is $\{2,1,0\}$, so it belongs to ⁴F:

$$E(^4F)=(A-8B)+(A-8B)+(A+B)=3A-15B .$$

For $M_L=1$ there are two choices. Their energies are

$$\{2,1,-2\}:\ (A-8B)+(A+4B)+(A-2B)=3A-6B,$$
$$\{2,0,-1\}:\ (A-8B)+(A-2B)+(A+B)=3A-9B .$$

These determinants mix, but the trace $6A-15B$ is the sum of the two term energies. Subtracting $E(^4F)$ leaves $E(^4P)=3A$, so

$$E(^4P)-E(^4F)=15B .$$

The parameter $A$, which contains the large spherical part $F^0$ of the repulsion, has cancelled. $B$ measures how repulsion depends on the angular arrangement of the electrons.

## (b) What is B in the complex?

Let five metal functions $d_i$ and five ligand combinations $\chi_i$ be orthonormal. The d-type orbitals, antibonding between metal and ligand, are

$$\psi_i=\sqrt N\,d_i-\sqrt{1-N}\,\chi_i,$$

with the same $N$ for all five. Drop every repulsion integral that contains a ligand function, and find $B$.

**Solution.** In an orthonormal basis the squared coefficient $N$ is the metal population of one d-type orbital. It is not the number of d electrons on the metal. The product of two orbitals is

$$\psi_i\psi_j=N\,d_id_j-\sqrt{N(1-N)}\,(d_i\chi_j+\chi_id_j)+(1-N)\,\chi_i\chi_j .$$

Only the first term survives the neglect. A repulsion integral contains two such products, one for each electron, so

$$(\psi_i\psi_j|\psi_k\psi_l)=N\cdot N\,(d_id_j|d_kd_l)=N^2(d_id_j|d_kd_l).$$

The factor is the same for every choice of indices. The repulsion problem of the open shell is therefore that of part (a) with all energies multiplied by $N^2$, and the term separation becomes $15N^2B_0$. Hence

$$\boxed{B=N^2B_0,\qquad \beta\equiv\frac{B}{B_0}=N^2 .}$$

$A$ and $C$ scale in the same way under these assumptions. Physically, two electrons repel in this model when both are on the metal. Each is there with probability $N$, and for independent orbitals the joint probability is $N^2$.

Here $B_0$ belongs to the functions $d_i$ that are present in the complex. If the free ion has different functions and the parameter $B_{\rm free}$, the measured ratio is

$$\frac{B}{B_{\rm free}}=N^2\,\frac{B_0}{B_{\rm free}} .$$

Reading $N$ as the square root of the measured ratio thus needs $B_0=B_{\rm free}$ as a further assumption.

For a small ligand content $x=1-N$, $\beta=(1-x)^2\approx1-2x$: each per cent of ligand character costs about two per cent of $B$. Differentiating $\ln B=2\ln N+\ln B_0$ gives $\delta B/B=2\,\delta N/N$. The opposite limit, $N\to0$, lies outside the model, because the neglected ligand repulsion then dominates.

As a test, the integrals of ten orbitals were transformed to the $\psi_i$ and the d³ quartets diagonalised. The separation divided by $15B_0$ was 0.9025, 0.8100, 0.6400 and 0.4900 for $N=0.95$, 0.90, 0.80 and 0.70.

## (c) Do the filled bonding orbitals change B?

Each $\psi_i$ has a bonding partner

$$\varphi_i=\sqrt{1-N}\,d_i+\sqrt N\,\chi_i,$$

which holds two electrons. These electrons also have metal character and repel the open shell. Find their effect.

**Solution.** As long as the partners stay doubly occupied, they act on the open shell through the one-electron matrix

$$u_{ij}=\sum_k\left[2(\psi_i\psi_j|\varphi_k\varphi_k)-(\psi_i\varphi_k|\varphi_k\psi_j)\right].$$

In the Coulomb term the metal parts give $N$ from $\psi_i\psi_j$ and $1-N$ from $\varphi_k\varphi_k$. In the exchange term each mixed product gives $\sqrt{N(1-N)}$. Both terms carry the same factor:

$$u_{ij}=N(1-N)\sum_k\left[2(d_id_j|d_kd_k)-(d_id_k|d_kd_j)\right].$$

The sum runs over a complete d shell, which is unchanged by any rotation. A matrix in the five d functions that commutes with all rotations is a multiple of the unit matrix, so $u_{ij}=u\,\delta_{ij}$. Every open-shell electron is shifted by the same $u$. With three such electrons all terms move by $3u$, and $B$ is unaffected.

The argument uses equal fractions: otherwise the factor depends on $i$ and $k$ and the shell loses its spherical form. It also excludes excitations out of the partners, which are charge-transfer configurations.

## (d) Must all ligand integrals be small?

The repulsion between an electron on the metal and one on a ligand at distance $R$ is roughly $e^2/(4\pi\varepsilon_0R)$, or 6.13 eV at 0.235 nm. That is not small. Keep such terms in the isotropic form

$$(d_id_j|\chi_k\chi_l)=v\,\delta_{ij}\delta_{kl},\qquad(\chi_i\chi_j|\chi_k\chi_l)=w\,\delta_{ij}\delta_{kl},$$

still dropping integrals with a mixed product $d\chi$. Find the new $A$ and $B$.

**Solution.** Either electron can be the one on the metal, so the $v$ term occurs twice, each time with weight $N(1-N)$. The $w$ term has weight $(1-N)^2$. The addition to $(\psi_i\psi_j|\psi_k\psi_l)$ is

$$\left[2N(1-N)v+(1-N)^2w\right]\delta_{ij}\delta_{kl}.$$

It raises every $J$ by one constant and leaves $K_{ij}$ with $i\neq j$ unchanged. All pair energies $V$ rise equally, which is a change of $A$ alone:

$$A=N^2A_0+2N(1-N)v+(1-N)^2w,\qquad B=N^2B_0 .$$

The field of the bonding partners stays a multiple of $\delta_{ij}$ too, since the added Coulomb terms contain $\delta_{ij}$ and the added exchange terms contain $\sum_k\delta_{ik}\delta_{kj}=\delta_{ij}$.

The law for $B$ therefore survives a large ligand repulsion if that repulsion is isotropic and the mixed products are negligible. The law $A=N^2A_0$ does not. For $N=0.80$ and $A_0=22.07$ eV, the $v$ term is $2(0.80)(0.20)(6.13)=1.96$ eV, against $N^2A_0=14.12$ eV.

## (e) How does B appear in the spectrum?

An octahedral field raises the orbitals $z^2$ and $x^2-y^2$ (e) by $\Delta$ above $xy$, $xz$ and $yz$ (t₂). Find the two lowest quartet excitations from the ground term ⁴A₂.

**Solution.** The real orbitals are combinations of $\pm m$, so their pair energies follow from part (a).

- The pair $xz,yz$ is a rotation of the pair $1,-1$ and has $V=A-5B$. By cubic symmetry so have all t₂ pairs.
- For $z^2$ with $xz$ or $yz$, the combinations of $(0,1)$ and $(0,-1)$ differ in $M_L$ and do not mix, so $V=A+B$.
- For $x^2-y^2$ with $xz$ or $yz$, the pairs $(\pm2,\pm1)$ occur with equal weight and four different $M_L$. Half have $A-8B$ and half $A-2B$, so $V=A-5B$.

The ground configuration t₂³ has energy $3(A-5B)=3A-15B$. For t₂²e consider two determinants:

$$|xz,yz,x^2-y^2|:\quad \Delta+3(A-5B),$$
$$|xz,yz,z^2|:\quad \Delta+(A-5B)+2(A+B)=\Delta+3A-3B .$$

A quarter turn about $z$ leaves $|xz,yz|$ unchanged, reverses $x^2-y^2$ and keeps $z^2$. This identifies the first as a component of ⁴T₂ and the second as one of ⁴T₁. Relative to ⁴A₂ they lie at $\Delta$ and $\Delta+12B$.

The ten quartet determinants divide into ⁴A₂ from t₂³, ⁴T₂ and ⁴T₁ from t₂²e, and a second ⁴T₁ from t₂e². So ⁴T₂ has no partner to mix with and $E(^4T_2)=\Delta$. The two ⁴T₁ states mix through a matrix element $X$.

At $\Delta=0$ the two ⁴T₁ levels must be those of ⁴F and ⁴P, at 0 and $15B$ from ⁴A₂. The trace $15B$ fixes the second diagonal element as $15B-12B=3B$. The determinant must vanish, so $X^2=(12B)(3B)=36B^2$. Restoring the field, with two e electrons in the second state, gives

$$\begin{pmatrix}\Delta+12B&6B\\6B&2\Delta+3B\end{pmatrix}.$$

The sign of $X$ does not affect the levels. The sum of the diagonal elements is $3\Delta+15B$ and their difference is $\Delta-9B$. The lower root is

$$E(^4T_1)=\tfrac12\left[3\Delta+15B-\sqrt{(\Delta-9B)^2+144B^2}\right].$$

For $B\ll\Delta$ the coupling lowers the state by about $36B^2/\Delta$, and $E\approx\Delta+12B-36B^2/\Delta$. The first band thus gives $\Delta$, and the second then gives $B$.

## (f) What if the fractions of t₂ and e differ?

The e orbitals point at the ligands and overlap them differently from the t₂ orbitals. Replace $N$ by $N_t$ and $N_e$, again without ligand integrals.

**Solution.** In $J_{te}$ the two orbital densities give $N_tN_e$. In $K_{te}$ each mixed density gives $\sqrt{N_tN_e}$, and there are two of them. Hence

$$V_{te}\to N_tN_eV_{te},\qquad V_{tt'}\to N_t^2V_{tt'} .$$

The separation $12B$ between the two t₂²e states comes entirely from t₂–e pairs, so it becomes $12N_tN_eB_0$. Repulsion within t₂³ scales with $N_t^2$. One complex then has several reduction factors, and the value of $\beta$ depends on which levels are used. In addition, $A$ no longer cancels between t₂³ and t₂²e, and the difference is absorbed in the effective $\Delta$. One such $\Delta$ does not serve all levels: counting pairs shows that the t₂e² state lies higher than $2\Delta$ would place it by roughly a further $A_0(N_e-N_t)^2$, if terms in $B_0$ are left out. Those terms are much smaller for the fractions used below, but not when $N_t$ and $N_e$ are nearly equal. The shift changes the mixing of the two ⁴T₁ states, and with it the $B$ fitted to the second band.

For $N_t=0.85$ and $N_e=0.75$ the factors are 0.6375 and 0.7225. Compared with 0.64 for a common 0.80, the first is almost unchanged, because 0.80 is the mean of the two chosen fractions, and the second is 13 % higher.

## (g) Evaluate the model for Cr³⁺ in chloride

Take $N=0.80$, $\Delta=1.70$ eV and a Cr–Cl distance of 0.235 nm as round inputs of typical size. Compute $B_0$ for the free ion, and find $B$ and the two bands with $\Delta$ held fixed.

**Solution.** The 3d function comes from nonrelativistic configuration-average Hartree–Fock theory in the def2-TZVP basis, with its d functions uncontracted and its f functions removed. It gives $F^2=10.808$ eV and $F^4=6.775$ eV, so

$$B_0=\frac{10.808}{49}-\frac{5(6.775)}{441}=0.2206-0.0768=0.1438\ \text{eV}.$$

This is 1160 cm⁻¹. A much larger basis raises $F^2$, $F^4$ and $B_0$ by about 0.1 %, to 10.823, 6.785 and 0.1440 eV, so the last digits depend on the basis. In the complex

$$B=(0.80)^2(0.1438)=0.0920\ \text{eV},$$

or 742 cm⁻¹. The first band lies at 1.70 eV (729 nm) by choice of $\Delta$. For the second, $\Delta-9B=0.872$ eV and $12B=1.104$ eV, so

$$E(^4T_1)=\tfrac12\left[5.100+1.380-\sqrt{0.872^2+1.104^2}\right]=2.54\ \text{eV},$$

or 489 nm. With the unreduced $B_0$ it would be 2.74 eV, or 452 nm.

The band moves by 0.21 eV, although $12B$ falls by $1.725-1.104=0.62$ eV. The mixing explains the difference. With $B_0$ it lowers the state from $\Delta+12B_0=3.43$ eV by 0.68 eV, and with the reduced $B$ from 2.80 eV by only 0.27 eV. The weaker mixing returns 0.42 eV of the loss. Using the unmixed formula to extract $B$ would therefore be seriously wrong here.

## (h) How far can N be trusted?

Estimate the main neglected effects for the same numbers.

**Solution.**

*Expansion of the 3d function.* The open shell puts $3N$ electrons on the metal and the ten bonding electrons put $10(1-N)$ there. The metal d count is

$$3(0.80)+10(0.20)=4.4,$$

not 3. Recomputing the isolated ion with 4.4 d electrons gives $B_0=0.1231$ eV, 0.857 of the free Cr³⁺ value (0.856 in a much larger basis). The expected ratio to the free ion becomes $0.64\times0.857=0.548$. Reading it as $N^2$ would give $N=0.74$ instead of 0.80. The estimate ignores the potential of the surrounding ions.

*Ligand integrals.* All integrals were restored with the free-ion 3d function and 3p functions of Cl⁻ (Hartree–Fock, def2-SVP), made orthonormal symmetrically within each metal–ligand pair. The t₂–e separation then gives $B/B_0=0.722$, 12.8 % above $N^2$. For $A$, taken from t₂–e pairs as well, the ratio is 0.757, 18.2 % above $N^2$. These values depend on the Cl⁻ basis: with aug-cc-pVTZ functions the excesses fall by about one percentage point, to 11.8 % for $B$ and 17.4 % for $A$.

The excess in $B$ has several sources, which can be separated by sorting the integrals in the orthonormal basis. At $N=0.80$ more than half of it comes from the repulsions $(dd|\chi\chi)$ and $(\chi\chi|\chi\chi)$, in roughly equal parts. These repulsions are not isotropic as assumed in (d). For example, the ligand combinations of $x^2-y^2$ and $xy$ lie on the same four ligands, while that of $z^2$ lies mainly on the other two. The repulsions therefore contribute to $B$ as well as to $A$. Most of the rest comes from integrals with a mixed product $d\chi$. The metal function is itself slightly changed by the orthogonalisation, because the overlaps are 0.149 in e and 0.075 in t₂ (0.124 and 0.074 with aug-cc-pVTZ functions on Cl⁻), but this alters $B$ by only about 1 %.

The two effects have opposite signs and similar sizes. They were computed separately, so no cancellation may be assumed.

*Comparison with the real case.* Measured values of $B$ are roughly 0.11 eV for free Cr³⁺ and roughly 0.07 eV for chromium(III) in chloride octahedra, a ratio near 0.6. The chosen $N$ is in that regime, but both computed values of $B$ are too high. Hartree–Fock theory leaves out electron correlation, which matters already in the free ion. Mixing with charge-transfer configurations and spin–orbit coupling are also left out, and their effect on the bands was not sized. Real complexes break two assumptions: that the metal function is unchanged, and that the ligand integrals can be dropped. By the estimates above the first lowers $\beta$ by about 14 %, and the second raises the $\beta$ of the t₂–e separation by 12 to 13 %. Since $N=\sqrt\beta$, each moves an $N$ inferred from that separation by 6 to 7 %. A $\beta$ fitted to both bands with a single $\Delta$ deviates further: with all integrals restored and the first band kept at 1.70 eV, it is 17 to 19 % above $N^2$, depending on the Cl⁻ basis. The reason is that the position of the t₂e² state and the coupling $X$ then need not follow from the same $B$ as the t₂–e separation. Both corrections also grow as $N$ falls, so they differ between complexes of different covalency. A measured $\beta$ can therefore suggest a trend in covalency among similar halides, but it is not a precise population.

The main values are in the numerical output.

## Computed results

```
Free Cr3+, configuration-average Hartree-Fock
virial ratio -V/T: 1.99974
Slater integral F0: 22.8209 eV
Slater integral F2: 10.8079 eV
Slater integral F4: 6.7748 eV
A0: 22.0682 eV
B0: 0.14376 eV
B0 converted: 1159.5 cm^-1
C0: 0.5377 eV
4P - 4F gap, 15 B0: 2.1564 eV
Law tested by diagonalisation
N = 0.95: B/B0 = 0.9025
N = 0.90: B/B0 = 0.8100
N = 0.80: B/B0 = 0.6400
N = 0.70: B/B0 = 0.4900
Model complex
metal fraction N: 0.80
B: 0.09201 eV
B converted: 742.1 cm^-1
12 B0: 1.7251 eV
12 B: 1.1041 eV
Delta = first band 4T2: 1.70 eV
first band wavelength: 729.3 nm
second band 4T1, free-ion B: 2.7421 eV
second band wavelength, free-ion B: 452.2 nm
second band 4T1, reduced B: 2.5366 eV
second band wavelength, reduced B: 488.8 nm
Neglected effects
t2 fraction: 0.85
e fraction: 0.75
t2-e factor: 0.6375
t2-t2 factor: 0.7225
metal d count in complex: 4.40 electrons
B of 3d function at that count: 0.12314 eV
its ratio to B0: 0.8566
N^2 times that ratio: 0.5482
Cr-Cl distance: 0.235 nm
point repulsion e^2/(4 pi eps0 R): 6.128 eV
overlap in e (sigma): 0.1490
overlap in t2 (pi): 0.0749
Mulliken metal population, e: 0.8034
Mulliken metal population, t2: 0.8008
B/B0 from t2-e bands, all integrals: 0.7219
A/A0, all integrals: 0.7565
change of B against N^2 law: 12.8 %
change of A against N^2 law: 18.2 %
```
